# The Classical Nucleation Barrier from a Seeded Simulation, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a critical size to a barrier

**Q.** You want the free-energy barrier for crystallization of a supercooled liquid, and you propose to get it from seeded runs. What does such a run measure?

**A.** A size. I place a crystalline cluster of $N$ atoms in the liquid, let the contact between the two relax, and then let the system evolve freely at fixed temperature $T$ and pressure. I repeat this with fresh random velocities. Small clusters mostly dissolve and large ones mostly grow. Between them lies a critical size $N_c$ at which neither tendency wins. For the moment I take $N_c$ to be the size at the top of the free-energy curve. Whether the runs locate that top is a separate question.

**Q.** A count of atoms is not an energy. Something else must enter.

**A.** One bulk quantity does. Let $\mu_{\rm liq}$ and $\mu_{\rm cr}$ be the chemical potentials per atom of the bulk liquid and the bulk crystal, both at the $T$ and pressure of the run, and define

$$\Delta\mu=\mu_{\rm liq}-\mu_{\rm cr}.$$

Below the melting point the crystal is the stable phase, so $\Delta\mu>0$. This number comes from the two bulk phases and needs no nucleus.

**Q.** Then write down the free energy of the cluster, and tell me what you assume as you go.

**A.** Let $G(N)$ be the reversible work of forming a crystalline nucleus of $N$ atoms inside the liquid at fixed $T$ and pressure. Moving $N$ atoms from liquid to crystal changes the free energy by $-N\Delta\mu$. This assumes that the inside of the nucleus has the properties of the bulk crystal and the same composition as the liquid. Creating the interface costs $\gamma A$, where $A$ is its area and $\gamma$ the interfacial free energy per area. I assume that $\gamma$ does not depend on size.

If each crystal atom occupies a constant volume $v$, the nucleus has volume $Nv$. If its shape stays the same as it grows, every length scales as $(Nv)^{1/3}$ and every area as the square of that:

$$A=s\,(Nv)^{2/3}.$$

The number $s$ depends on the shape alone. For a sphere of radius $r$,

$$s^3=\frac{A^3}{(Nv)^2}=\frac{(4\pi r^2)^3}{(4\pi r^3/3)^2}=\frac{64\pi^3\cdot 9}{16\pi^2}=36\pi .$$

Collecting the constants into $a=\gamma s v^{2/3}$ gives

$$G(N)=-N\Delta\mu+aN^{2/3}.$$

**Q.** Crystals have facets, and $\gamma$ differs from one facet to another. Does that break the expression?

**A.** No, as long as the shape is fixed. Each facet then contributes its own $\gamma_i$ times an area proportional to $N^{2/3}$. The sum is still a constant times $N^{2/3}$, with $a=v^{2/3}\sum_i\gamma_i s_i$, where $s_i$ is the area of facet $i$ divided by the volume to the power $2/3$. What would break it is a shape that changes with size.

**Q.** You still have the unknown $a$. A seeded run does not report an interfacial free energy.

**A.** The critical size supplies it. At the top of the curve the first derivative vanishes:

$$G'(N_c)=-\Delta\mu+\tfrac23\,aN_c^{-1/3}=0
\quad\Longrightarrow\quad
a=\tfrac32\,\Delta\mu\,N_c^{1/3}.$$

To see that this is a maximum, differentiate again and insert $a$:

$$G''(N_c)=-\tfrac29\,aN_c^{-4/3}=-\tfrac29\cdot\tfrac32\,\Delta\mu\,N_c^{1/3-4/3}=-\frac{\Delta\mu}{3N_c}<0 .$$

The surface term at the top follows on multiplying $a$ by $N_c^{2/3}$:

$$aN_c^{2/3}=\tfrac32\,N_c\,\Delta\mu .$$

The barrier $\Delta G^*=G(N_c)$ is therefore

$$\Delta G^*=-N_c\Delta\mu+\tfrac32N_c\Delta\mu=\boxed{\tfrac12\,N_c\,\Delta\mu}.$$

The constant $a$ has dropped out, and with it $\gamma$, $v$ and the shape.

**Q.** The algebra is short, but I do not see why half of the bulk gain should remain as a cost.

**A.** Compare marginal and average costs. At the top, one more atom gains $\Delta\mu$ from the bulk and pays exactly $\Delta\mu$ for extra surface. That is the marginal surface cost. Earlier atoms paid more, because a small cluster gains more area per added atom. For a cost proportional to $N^{2/3}$, the average per atom is $aN^{-1/3}$ and the marginal cost is $\frac23aN^{-1/3}$. The average is thus $\frac32$ of the marginal cost. Each atom has paid on average $\frac32\Delta\mu$ and gained $\Delta\mu$, which leaves $\frac12\Delta\mu$ per atom.

**Q.** So the half comes from the exponent $2/3$. With another exponent it would be another number?

**A.** Yes. Take a surface cost $aN^p$ with $0<p<1$. Stationarity gives $p\,aN_c^{p-1}=\Delta\mu$, so $aN_c^p=N_c\Delta\mu/p$, and

$$\Delta G^*=\left(\frac1p-1\right)N_c\Delta\mu=\frac{1-p}{p}\,N_c\Delta\mu .$$

For $p=2/3$ the factor is $\frac12$. For a flat island one layer thick on a face of the same crystal, the cost lies in the perimeter, $p=1/2$, and the factor is 1. Using the three-dimensional rule for such an island would give half its true barrier.

**Q.** I would like to see both factors without smooth geometry.

**A.** Take a simple cubic lattice in which neighbouring crystal atoms share a bond of energy $\epsilon$. Each broken bond at the surface costs $\epsilon/2$, since the other half belongs to the missing neighbour. A cube with $L$ atoms along each edge has $6L^2$ broken bonds, so

$$G=3\epsilon L^2-\Delta\mu L^3,\qquad
\frac{dG}{dL}=6\epsilon L-3\Delta\mu L^2=0,\qquad L_c=\frac{2\epsilon}{\Delta\mu}.$$

The barrier is $12\epsilon^3/\Delta\mu^2-8\epsilon^3/\Delta\mu^2=4\epsilon^3/\Delta\mu^2$, while $N_c\Delta\mu=L_c^3\Delta\mu=8\epsilon^3/\Delta\mu^2$. The ratio is $\frac12$.

A flat square has $4L$ broken bonds in its plane, so $G=2\epsilon L-\Delta\mu L^2$ and $L_c=\epsilon/\Delta\mu$. The barrier is $2\epsilon^2/\Delta\mu-\epsilon^2/\Delta\mu=\epsilon^2/\Delta\mu$, which equals $N_c\Delta\mu$. The ratio is 1. For $\Delta\mu=\epsilon/5$ the broken bonds were also counted one by one on the lattice and the largest $G$ was picked from the list of integer sizes. The factors came out as 0.500 for the cube and 1.000 for the square. They are exact because the list holds only complete shapes and this $\Delta\mu$ makes $L_c$ an integer, 10 and 5. For $\Delta\mu=0.19\,\epsilon$ the same list gives 0.435 and 1.105. A cluster that grows one atom at a time must also start each new row or layer. A $4\times5$ island with one extra atom has 20 broken bonds and $G=10\epsilon-4.2\epsilon=5.8\epsilon$, above the $5\epsilon$ of the complete square. For the cube the barrier becomes $105.8\epsilon$ instead of $100\epsilon$. On a lattice the factors are approached only as the nucleus grows large.

**Q.** What about a nucleus that forms on a wall? It has a second kind of surface.

**A.** Let the nucleus be a cap cut from a sphere of radius $r$, with contact angle $\theta$ measured through the crystal, and write $c=\cos\theta$. Its volume is $\pi r^3(2-3c+c^3)/3$, its area towards the liquid is $2\pi r^2(1-c)$, and its base covers $\pi r^2(1-c^2)$ of the wall. Covering the wall replaces liquid–wall contact by crystal–wall contact. The balance of interfacial tensions along the wall reads $\gamma_{\rm liq,wall}=\gamma_{\rm cr,wall}+\gamma c$, so each unit of base area changes the free energy by $\gamma_{\rm cr,wall}-\gamma_{\rm liq,wall}=-\gamma c$. The total surface cost is

$$\pi r^2\gamma\left[2(1-c)-c(1-c^2)\right]=\pi r^2\gamma\,(2-3c+c^3).$$

Compared with a full sphere of the same radius, the volume and the surface cost are both multiplied by

$$\phi(\theta)=\frac{2-3c+c^3}{4}.$$

The whole function $G(r)$ is thus $\phi$ times that of the sphere. Its top lies at the same radius, and both $N_c$ and $\Delta G^*$ are reduced by $\phi$. Their ratio is unchanged, so $\Delta G^*=\frac12N_c\Delta\mu$ still holds if $N_c$ is the number of atoms in the cap. This requires a contact angle that does not vary with size.

**Q.** Everything so far rests on the same differentiation. Is there a second way to the result?

**A.** There is, through the response of the barrier to the driving force. Vary $\Delta\mu$ while $a$ is held fixed. Since $\Delta G^*=G(N_c;\Delta\mu)$, the chain rule gives

$$\frac{d\Delta G^*}{d\Delta\mu}=\frac{\partial G}{\partial\Delta\mu}\bigg|_{N_c}+G'(N_c)\,\frac{dN_c}{d\Delta\mu}=-N_c+0 .$$

The second term vanishes because $N_c$ is a stationary point. Stationarity also gives $N_c=(2a/3)^3\Delta\mu^{-3}$, which I write as $C\Delta\mu^{-3}$. In this model the barrier goes to zero as the driving force goes to infinity, so integrating from $\Delta\mu$ upwards gives

$$\Delta G^*=\int_{\Delta\mu}^{\infty}\frac{C}{y^3}\,dy=\frac{C}{2\Delta\mu^2}=\frac12\,N_c\,\Delta\mu .$$

Here the half appears as the integral of an inverse cube. This route also shows what a single measured size cannot supply. The size fixes the slope of the barrier at one driving force. The step from slope to height uses the assumed law $N_c\propto\Delta\mu^{-3}$.

**Q.** Could I drop that assumption by measuring $N_c$ at several temperatures and integrating?

**A.** Not by this formula alone. A change of temperature alters $\gamma$ and $v$ as well as $\Delta\mu$, and the derivative above was taken with $a$ fixed. The half rule itself does not need $\gamma$ to be the same at different temperatures. It is applied at each temperature separately, with the $N_c$ and $\Delta\mu$ found there.

**Q.** Can the same measurement give me $\gamma$?

**A.** Yes, but now a shape must be chosen. For a sphere, $a=\gamma(36\pi)^{1/3}v^{2/3}$. Setting this equal to $\frac32\Delta\mu N_c^{1/3}$ and cubing both sides gives

$$36\pi\,\gamma^3v^2=\frac{27}{8}\,\Delta\mu^3N_c
\quad\Longrightarrow\quad
\gamma=\Delta\mu\left(\frac{3N_c}{32\pi v^2}\right)^{1/3}.$$

An error in the assumed shape or in $v$ enters $\gamma$, but it does not enter $\Delta G^*$.

**Q.** That leaves $\Delta\mu$. The barrier is proportional to it, so I want to know where it comes from.

**A.** From the enthalpies of the two bulk phases. Let $\Delta h=h_{\rm liq}-h_{\rm cr}$ and $\Delta s=s_{\rm liq}-s_{\rm cr}$ per atom. At constant pressure $d\Delta\mu/dT=-\Delta s$, and $\Delta\mu=\Delta h-T\Delta s$. Hence

$$\frac{d}{dT}\!\left(\frac{\Delta\mu}{T}\right)=-\frac{\Delta s}{T}-\frac{\Delta\mu}{T^2}=-\frac{T\Delta s+\Delta\mu}{T^2}=-\frac{\Delta h}{T^2}.$$

At the melting temperature $T_m$ the phases coexist and $\Delta\mu=0$. Integration from $T$ to $T_m$ gives

$$\Delta\mu(T)=T\int_T^{T_m}\frac{\Delta h(T')}{T'^2}\,dT' .$$

Suppose the heat capacities per atom differ by a constant $\Delta c_p=c_{p,\rm liq}-c_{p,\rm cr}$. Then $\Delta h(T')=\Delta h_m-\Delta c_p(T_m-T')$, where $\Delta h_m$ is the heat of fusion per atom. The part independent of $T'$ integrates to $(\Delta h_m-\Delta c_pT_m)(1/T-1/T_m)$ and the part linear in $T'$ to $\Delta c_p\ln(T_m/T)$. Multiplying by $T$ and collecting terms,

$$\Delta\mu=\Delta h_m\left(1-\frac{T}{T_m}\right)-\Delta c_p\left[T_m-T-T\ln\frac{T_m}{T}\right].$$

**Q.** Could I keep the first term and stop, or does the second matter?

**A.** It matters when the supercooling is deep. Take round values: $T_m=900$ K, $T=600$ K, $\Delta h_m=0.14$ eV and $\Delta c_p=k_B=8.617\times10^{-5}$ eV/K. The first term is $0.14/3=0.0467$ eV. The bracket is $300-600\ln1.5=56.7$ K, so the second term is 0.0049 eV. The result is $\Delta\mu=0.0418$ eV per atom. The first term alone is 11.7% above it.

**Q.** A larger driving force makes nucleation easier. So the linear estimate would make your barrier too low?

**A.** Too high, in this use. It depends on what is held fixed. For a known $\gamma$, the barrier is $C/(2\Delta\mu^2)$ and falls as $\Delta\mu$ rises. In a seeded simulation the measured $N_c$ is fixed, and the inferred barrier $\frac12N_c\Delta\mu$ rises in proportion to $\Delta\mu$. An overestimate of 11.7% in $\Delta\mu$ then becomes an overestimate of 11.7% in the barrier. The same error makes the inferred $\gamma$ too large by 11.7%, because $\gamma$ is also proportional to $\Delta\mu$ at fixed $N_c$.

## Second half: what the seeds measure, and how far to trust it

**Q.** Before I object further, remind me of what we have.

**A.** A nucleus of $N$ atoms has free energy $G(N)=-N\Delta\mu+aN^{2/3}$. Here $\Delta\mu>0$ is the chemical potential of the liquid minus that of the crystal, per atom, and $a$ contains the interfacial free energy $\gamma$, the atomic volume $v$ and the shape. The top lies at $N_c$, where $a=\frac32\Delta\mu N_c^{1/3}$, $G''=-\Delta\mu/(3N_c)$ and $\Delta G^*=\frac12N_c\Delta\mu$. A cap on a wall has $N_c$ and $\Delta G^*$ both reduced by $\phi(\theta)=(2-3\cos\theta+\cos^3\theta)/4$. I shall also write $\beta=1/k_BT$ and $x=\beta\Delta\mu$.

**Q.** You took $N_c$ to be the top of $G$. The runs give the size $N_{1/2}$ from which half of them grow. Are these the same?

**A.** Nearly, and the difference can be calculated. Let the cluster gain or lose one atom at a time, with rates $u_n$ from $n$ to $n+1$ and $d_n$ from $n$ to $n-1$. Let $q_n$ be the probability that a cluster of size $n$ grows to a large final size before it dissolves. The next step goes up or down in the ratio $u_n:d_n$, so $(u_n+d_n)q_n=u_nq_{n+1}+d_nq_{n-1}$, or

$$u_n(q_{n+1}-q_n)=d_n(q_n-q_{n-1}).$$

Detailed balance requires $d_ne^{-\beta G(n)}=u_{n-1}e^{-\beta G(n-1)}$. Multiplying the previous line by $e^{-\beta G(n)}$ shows that $u_ne^{-\beta G(n)}(q_{n+1}-q_n)$ has the same value for every $n$. The increments of $q$ are therefore proportional to $e^{\beta G(n)}/u_n$.

Atoms attach at the surface, so I choose

$$u_n=k_0\left(n+\tfrac12\right)^{2/3}e^{-\beta[G(n+1)-G(n)]/2},$$

with $k_0$ a rate per surface site. The increment then contains the mean of $G(n)$ and $G(n+1)$. For large clusters this becomes

$$\frac{dq}{dN}\propto N^{-2/3}e^{\beta G(N)} .$$

Under the classical assumptions the barrier is $\frac12N_c\Delta\mu$, and the growth probability of a seed changes with size in proportion to $N^{-2/3}e^{\beta G(N)}$ for large clusters. It remains to find how far the half-growth size $N_{1/2}$ lies from $N_c$, to test the procedure on an example, and to see how far the result can be trusted.
